# Wigner 3j symbols as rotational scalars: permutation and m-reversal phases: verification in Python

```python
# Result under test: the 3j symbol W(j1 j2 j3; m1 m2 m3) is the coefficient of
# |j1 m1>|j2 m2>|j3 m3> in the normalized rotational scalar of j1 x j2 x j3.
# With J = j1+j2+j3 and the component (m1=j1, m2=j3-j1, m3=-j3) given the sign
# (-1)^(j1-j2+j3), reversing all m multiplies W by (-1)^J, an odd column
# permutation multiplies it by (-1)^J, and an even one leaves it unchanged.
# Angular momenta are stored doubled (tj = 2j); index i along an axis is j - m.
# hbar = 1; the energies of the spin model are in eV.
from functools import lru_cache
from itertools import permutations, product
from math import comb, factorial, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from sympy import Rational
from sympy.physics.wigner import wigner_3j


def parity(n):
    return 1 - 2 * (n % 2)


def ladder_and_z(tj):
    j = tj / 2
    m = j - np.arange(tj + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return raising, np.diag(m)


def embed(operator, slot, tjs):
    result = np.eye(1)
    for n, tj in enumerate(tjs):
        result = np.kron(result, operator if n == slot else np.eye(tj + 1))
    return result


def total_operators(tjs):
    raising = sum(embed(ladder_and_z(t)[0], n, tjs) for n, t in enumerate(tjs))
    jz = sum(embed(ladder_and_z(t)[1], n, tjs) for n, t in enumerate(tjs))
    return raising, jz


@lru_cache(maxsize=None)
def raw_scalars(tjs):
    """All zero-eigenvalue vectors of total J^2, with arbitrary overall sign."""
    raising, jz = total_operators(tjs)
    values, vectors = np.linalg.eigh(raising.T @ raising + jz @ jz + jz)
    shape = tuple(t + 1 for t in tjs)
    return [vectors[:, n].reshape(shape) for n in np.where(abs(values) < 1e-8)[0]]


def symbol_from_diagonalization(tjs):
    t1, t2, t3 = tjs
    scalar = raw_scalars(tjs)[0]
    reference = scalar[0, (t1 + t2 - t3) // 2, t3]
    assert abs(reference) > 1e-6
    return scalar * np.sign(reference) * parity((t1 - t2 + t3) // 2)


def bracket_polynomial(tjs):
    """Amplitudes of [12]^k3 [23]^k1 [31]^k2 in the normalized monomials."""
    k1, k2, k3 = (sum(tjs) // 2 - t for t in tjs)
    amplitudes = np.zeros(tuple(t + 1 for t in tjs))
    for a, b, c in product(range(k3 + 1), range(k1 + 1), range(k2 + 1)):
        index = (a + k2 - c, k3 - a + b, k1 - b + c)
        amplitudes[index] += parity(a + b + c) * comb(k3, a) * comb(k1, b) * comb(k2, c)
    for index in np.ndindex(amplitudes.shape):
        weight = 1
        for i, t in zip(index, tjs):
            weight *= factorial(i) * factorial(t - i)
        amplitudes[index] *= sqrt(weight)
    return amplitudes


def clebsch_by_lowering(t1, t2, t3):
    """Coupled states |j3 M>, M = j3 ... -j3, from the highest-weight state."""
    raising, jz = total_operators((t1, t2))
    shifted = jz - t3 / 2 * np.eye(len(jz))
    values, vectors = np.linalg.eigh(raising.T @ raising + shifted @ shifted)
    assert abs(values[0]) < 1e-8
    state = vectors[:, 0]
    state = state * np.sign(state.reshape(t1 + 1, t2 + 1)[0, (t1 + t2 - t3) // 2])
    states = [state]
    for step in range(t3):
        state = raising.T @ state / sqrt((t3 - step) * (step + 1))
        states.append(state)
    return [s.reshape(t1 + 1, t2 + 1) for s in states]


# Existence, uniqueness and phases for every ordered triple up to j = 2
allowed = []
excluded = 0
forced_exchanges = 0
for tjs in product(range(5), repeat=3):
    triangle = sum(tjs) % 2 == 0 and 2 * max(tjs) <= sum(tjs)
    assert len(raw_scalars(tjs)) == (1 if triangle else 0)
    if triangle:
        allowed.append(tjs)
    else:
        excluded += 1

largest_phase_error = 0.0
for tjs in allowed:
    phase = parity(sum(tjs) // 2)
    raw = raw_scalars(tjs)[0]
    symbol = symbol_from_diagonalization(tjs)
    # m reversal holds for the scalar with any overall sign
    errors = [abs(raw[::-1, ::-1, ::-1] - phase * raw).max()]
    for order in permutations(range(3)):
        odd = round(np.linalg.det(np.eye(3)[list(order)])) == -1
        permuted = symbol_from_diagonalization(tuple(tjs[n] for n in order))
        expected = (phase if odd else 1) * symbol.transpose(order)
        errors.append(abs(permuted - expected).max())
    # exchange of equal angular momenta: no sign convention enters
    if tjs[0] == tjs[1]:
        forced_exchanges += 1
        errors.append(abs(raw.transpose(1, 0, 2) - phase * raw).max())
    largest_phase_error = max(largest_phase_error, max(errors))
    # spinor-bracket polynomial gives the same array, sign included
    polynomial = bracket_polynomial(tjs)
    assert np.allclose(polynomial / np.linalg.norm(polynomial), symbol, atol=1e-9)
    # relation to Clebsch-Gordan coefficients
    t1, t2, t3 = tjs
    coupled = clebsch_by_lowering(t1, t2, t3)
    for i3 in range(t3 + 1):
        sign = parity((t1 - t2 - (t3 - 2 * i3)) // 2)
        assert np.allclose(symbol[:, :, i3], sign * coupled[t3 - i3] / sqrt(t3 + 1), atol=1e-9)
assert largest_phase_error < 1e-9

# Half-turn about y: |j m> -> (-1)^(j-m) |j,-m>
for tj in range(5):
    raising, _ = ladder_and_z(tj)
    half_turn = expm(-1j * np.pi * (raising - raising.T) / 2j)
    expected = np.zeros((tj + 1, tj + 1))
    for i in range(tj + 1):
        expected[tj - i, i] = parity(i)
    assert np.allclose(half_turn, expected, atol=1e-10)

# Agreement with the standard tabulated sign convention
for tjs in [(3, 2, 1), (2, 3, 1), (4, 3, 3), (2, 2, 2)]:
    symbol = symbol_from_diagonalization(tjs)
    for index in np.ndindex(symbol.shape):
        tms = [t - 2 * i for t, i in zip(tjs, index)]
        if sum(tms) == 0:
            library = wigner_3j(*[Rational(x, 2) for x in list(tjs) + tms])
            assert abs(float(library) - symbol[index]) < 1e-9

print("Ordered triples up to j=2 with one scalar:", len(allowed))
print("Ordered triples up to j=2 with no scalar:", excluded)
print("Triples with j1=j2 testing the forced exchange phase:", forced_exchanges)
print(f"Largest error in any phase relation: {largest_phase_error:.1e} (dimensionless)")

# Worked example 1: three different angular momenta
tjs = (3, 2, 1)
polynomial = bracket_polynomial(tjs)
symbol = symbol_from_diagonalization(tjs)
swapped = symbol_from_diagonalization((2, 3, 1))
print("Example (3/2,1,1/2): J =", sum(tjs) // 2,
      " k1,k2,k3 =", [sum(tjs) // 2 - t for t in tjs])
print(f"Squared norm of bracket polynomial: {np.sum(polynomial**2):.6f}")
print("m1 m2 m3 | polynomial amplitude | 3j | columns 1,2 swapped | m reversed")
for i1, i2, i3 in np.ndindex(symbol.shape):
    if abs(symbol[i1, i2, i3]) > 1e-9:
        ms = [t / 2 - i for t, i in zip(tjs, (i1, i2, i3))]
        reversed_value = symbol[tjs[0] - i1, tjs[1] - i2, tjs[2] - i3]
        print(f"{ms[0]:+.1f} {ms[1]:+.1f} {ms[2]:+.1f} | {polynomial[i1, i2, i3]:+.6f}"
              f" | {symbol[i1, i2, i3]:+.6f} | {swapped[i2, i1, i3]:+.6f}"
              f" | {reversed_value:+.6f}")

# Worked example 2: Heisenberg triangle of three spins 1
coupling = 0.010  # eV, model parameter
tjs = (2, 2, 2)
raising, jz = ladder_and_z(2)
hamiltonian = np.zeros((27, 27))
for a, b in [(0, 1), (1, 2), (2, 0)]:
    up_a, up_b = embed(raising, a, tjs), embed(raising, b, tjs)
    z_a, z_b = embed(jz, a, tjs), embed(jz, b, tjs)
    hamiltonian += coupling * (z_a @ z_b + (up_a @ up_b.T + up_a.T @ up_b) / 2)
energies, states = np.linalg.eigh(hamiltonian)
ground = states[:, 0].reshape(3, 3, 3)
polynomial = bracket_polynomial(tjs)
symbol = polynomial / np.linalg.norm(polynomial)
overlap = abs(np.sum(ground * symbol))
exchange_signs = [np.sum(ground * ground.transpose(order))
                  for order in [(1, 0, 2), (0, 2, 1), (2, 1, 0)]]
first_level = int(np.sum(abs(energies - energies[1]) < 1e-10))
assert abs(energies[0] + 3 * coupling) < 1e-12
assert abs(energies[1] - energies[0] - coupling) < 1e-12
assert first_level == 9
assert abs(overlap - 1) < 1e-10
assert np.allclose(exchange_signs, -1, atol=1e-10)
assert abs(ground[1, 1, 1]) < 1e-10
hartree_in_ev = physical_constants["Hartree energy in eV"][0]
print(f"Spin-1 triangle: coupling A = {coupling:.3f} eV")
print(f"Ground energy = {energies[0]:.6f} eV")
print(f"Ground energy converted = {energies[0] / hartree_in_ev:.6e} hartree")
print(f"Gap to first excited level = {energies[1] - energies[0]:.6f} eV")
print("Number of states in first excited level:", first_level)
print(f"Overlap of ground state with 3j vector (absolute value) = {overlap:.6f}")
print("Exchange signs for pairs 12, 23, 13:", [f"{s:+.6f}" for s in exchange_signs])
print(f"Squared norm of bracket polynomial (1,1,1): {np.sum(polynomial**2):.6f}")
print("m1 m2 m3 | 3j symbol (1 1 1)")
for index in np.ndindex(symbol.shape):
    ms = [1 - i for i in index]
    if sum(ms) == 0:
        print(f"{ms[0]:+d} {ms[1]:+d} {ms[2]:+d} | {symbol[index] + 0.0:+.6f}")

print("every check passed")
```

Output:

```
Ordered triples up to j=2 with one scalar: 42
Ordered triples up to j=2 with no scalar: 83
Triples with j1=j2 testing the forced exchange phase: 12
Largest error in any phase relation: 3.0e-15 (dimensionless)
Example (3/2,1,1/2): J = 3  k1,k2,k3 = [0, 1, 2]
Squared norm of bracket polynomial: 48.000000
m1 m2 m3 | polynomial amplitude | 3j | columns 1,2 swapped | m reversed
+1.5 -1.0 -0.5 | -3.464102 | -0.500000 | +0.500000 | +0.500000
+0.5 +0.0 -0.5 | +2.828427 | +0.408248 | -0.408248 | -0.408248
+0.5 -1.0 +0.5 | +2.000000 | +0.288675 | -0.288675 | -0.288675
-0.5 +1.0 -0.5 | -2.000000 | -0.288675 | +0.288675 | +0.288675
-0.5 +0.0 +0.5 | -2.828427 | -0.408248 | +0.408248 | +0.408248
-1.5 +1.0 +0.5 | +3.464102 | +0.500000 | -0.500000 | -0.500000
Spin-1 triangle: coupling A = 0.010 eV
Ground energy = -0.030000 eV
Ground energy converted = -1.102480e-03 hartree
Gap to first excited level = 0.010000 eV
Number of states in first excited level: 9
Overlap of ground state with 3j vector (absolute value) = 1.000000
Exchange signs for pairs 12, 23, 13: ['-1.000000', '-1.000000', '-1.000000']
Squared norm of bracket polynomial (1,1,1): 24.000000
m1 m2 m3 | 3j symbol (1 1 1)
+1 +0 -1 | -0.408248
+1 -1 +0 | +0.408248
+0 +1 -1 | +0.408248
+0 +0 +0 | +0.000000
+0 -1 +1 | -0.408248
-1 +1 +0 | -0.408248
-1 +0 +1 | +0.408248
every check passed
```
